\section*{A First-Order Saddle Connects at Most Two Polar Variants, part 2}

The problem is whether one transition state can join three equivalent polar variants of a ferroelectric, with polarization along $+x$, $+y$ and $+z$. Energies are in eV unless called dimensionless.

Let $E(x)$ be the energy as a function of $n$ real coordinates, with continuous second derivatives and rigid translations removed; free clusters, which can also rotate, are not covered. Steepest descent uses a constant, symmetric, positive definite metric $G$ ($G=1$ is the identity):
\begin{equation}
 G\,\dot x=-\nabla E(x). \label{eq:descent}
\end{equation}
Here $t$ labels points on the path and is not physical time. The index of a stationary point is the number of negative Hessian eigenvalues. A nondegenerate first-order saddle $s$ has index 1 and no zero eigenvalue. A leaving path is a nonconstant solution that tends to $s$ as $t\to-\infty$.

\textbf{Theorem.} Two steepest-descent paths leave a nondegenerate first-order saddle, for any constant metric $G$. Together they reach at most two minima.

One path leaves on each side of the unstable direction. If the connected part of the set $E<E(s)$ that a path enters is bounded, and the stationary points in its closure are isolated, the path converges to one stationary point, which can be a second saddle of lower energy.

Distances in the metric are lengths of $G^{1/2}(x-s)$. In these coordinates the Hessian at $s$ has one eigenvalue $-\lambda<0$ and otherwise positive eigenvalues, the smallest being $\mu$. In the quadratic landscape, descents started at distance $\delta$, with a fixed fraction of the displacement along the unstable direction, spread about the leaving path in proportion to $\delta^{1+\mu/\lambda}$.

If a threefold operation that permutes the variants leaves $E$ and $G$ unchanged, first-order saddles linking two variants come in sets of three. A first-order saddle left in place by it links none of them directly, but starts close to it can relax to three minima if a leaving path ends at a point of index 2.

\subsection{A model with six polar variants}

Let $p=P/P_s$ be the polarization divided by its spontaneous value, uniform in space, and let
\begin{equation}
 E=U(p^4-2p^2)+C(p_x^2p_y^2+p_y^2p_z^2+p_z^2p_x^2)-F\cdot p \label{eq:model}
\end{equation}
be the energy per crystal cell, with $p^2=|p|^2$. The constants $U$ and $C$ are positive. $F$ is the electric field multiplied by $P_s$ and the cell volume. The gradient and Hessian are
\begin{align}
 \partial_xE&=\bigl[4U(p^2-1)+2C(p^2-p_x^2)\bigr]p_x-F_x,\label{eq:grad}\\
 \partial_x^2E&=4U(p^2-1)+8Up_x^2+2C(p^2-p_x^2),\label{eq:hxx}\\
 \partial_x\partial_yE&=(8U+4C)p_xp_y, \label{eq:hxy}
\end{align}
and similarly for the other components.

At $F=0$, \eqref{eq:grad} requires each component either to vanish or to make the bracket vanish. All nonzero components then have the same square. If $m$ of them are nonzero, that square is $p^2/m$, and the sum multiplying $C$ contains $m(m-1)/2$ terms equal to $p^4/m^2$. With $c=C/U$,
\begin{equation}
 E=U\left[\left(1+c\,\frac{m-1}{2m}\right)p^4-2p^2\right].
\end{equation}
Setting the derivative with respect to $p^2$ to zero gives
\begin{equation}
 p^2=\left(1+c\,\frac{m-1}{2m}\right)^{-1},\qquad E=-Up^2. \label{eq:levels}
\end{equation}
There are 6 points with $m=1$, 12 with $m=2$ and 8 with $m=3$, besides $p=0$.

I take the round values $U=0.40$ eV and $C=0.80$ eV, so $c=2$. Then
\begin{align}
 E_{100}&=-0.4000\ \text{eV},\\
 E_{110}&=-\frac{0.40}{1+2/4}\ \text{eV}=-0.2667\ \text{eV},\\
 E_{111}&=-\frac{0.40}{1+2/3}\ \text{eV}=-0.2400\ \text{eV}.
\end{align}
The $\langle110\rangle$ points lie 0.1333 eV above the minima and the $\langle111\rangle$ points 0.1600 eV above them.

\subsection{Which points join which variants}

At $[100]$ the Hessian eigenvalues are $8U,2C,2C$, all positive: these are the variants.

At $[110]$, stationarity reads $4U(p^2-1)+Cp^2=0$, with $p^2=2/3$. Inserting this in \eqref{eq:hxx} and \eqref{eq:hxy} gives $\partial_x^2E=4Up^2$ and $\partial_x\partial_yE=(4U+2C)p^2$. The eigenvalues are
\begin{align}
 (1,-1,0):&\quad -2Cp^2=-1.0667\ \text{eV},\\
 (0,0,1):&\quad Cp^2=0.5333\ \text{eV},\\
 (1,1,0):&\quad (8U+2C)p^2=3.2\ \text{eV}.
\end{align}
This is a first-order saddle. With $G=1$, its two paths can be followed by symmetry. The reflection $p_z\to-p_z$ keeps the saddle and its unstable direction in place, so it maps each path to itself, and both paths lie in the plane $p_z=0$. The plane $p_z=0$ and the lines $p_y=0$ and $p_x=p_y$ in it have no force across them, so a path cannot cross them. The path with $p_x>p_y$ stays in the wedge $0<p_y<p_x$. The only stationary point of lower energy in the closed wedge is $+x$, and the path ends there. The other ends at $+y$. Three separate saddles join the pairs $xy$, $yz$ and $zx$.

At $[111]$, $p^2=3/5$ and $4U(p^2-1)+\tfrac43Cp^2=0$. The curvature along the axis is $8U=3.2$ eV, while both transverse curvatures are
\begin{equation}
 \partial_x^2E-\partial_x\partial_yE=-\tfrac43Cp^2=-0.64\ \text{eV}.
\end{equation}
The index is 2. This point does connect all three variants. The mirror plane $p_y=p_z$ contains it, and within that plane it has one unstable direction. The theorem applied there gives one path on the side $p_x>p_y$. The path cannot cross the line $p_y=p_z=0$, and the only lower stationary point in this closed sector is $+x$. Rotation supplies the paths to $+y$ and $+z$. The common point is 0.0267 eV higher than the first-order saddles and has one more unstable direction.

\subsection{Without symmetry}

A field of 1 MV/cm along $(0.48,0.60,0.64)$ makes the six variants inequivalent. For $P_s=50$ $\mu$C/cm$^2$ and a cell of 0.13 nm$^3$, this field has the energy
\begin{equation}
 \frac{10^8\times0.50\times0.13\times10^{-27}\ \text{J}}{1.602\times10^{-19}\ \text{J/eV}}=0.0406\ \text{eV}.
\end{equation}
Newton iteration from random starts again finds 6 minima, 12 first-order saddles, 8 points of index 2 and one of index 3. Descents were integrated numerically with the metric $G=\mathrm{diag}(1,2,2)$ from ten points around each first-order saddle, at distance $10^{-4}$ in that metric and on both sides. From every saddle they ended in two minima.

For the saddle between $+x$ and $+y$, the eigenvalues in this metric give $\lambda=0.7192$ eV and $\mu=0.2825$ eV. Twenty descents, each with half its initial displacement amplitude in the unstable direction, were followed by Runge--Kutta integration to a sphere of radius 0.2 in $p$. On that sphere, the largest distance of their exit points from that of the corresponding leaving path was $5.45\times10^{-5}$ for $\delta=10^{-3}$ and $2.20\times10^{-6}$ for $\delta=10^{-4}$. The resulting exponent is 1.393, and the quadratic theory gives $1+0.2825/0.7192=1.393$.

\subsection{A degenerate saddle shared by three}

A field along $[111]$ keeps $+x$, $+y$ and $+z$ equivalent. On the axis, $p=\sigma(1,1,1)/\sqrt3$ and $|F|=\phi$, and stationarity gives
\begin{equation}
 4U(\sigma^2-1)\sigma+\tfrac43C\sigma^3=\phi .
\end{equation}
Subtracting \eqref{eq:hxy} from \eqref{eq:hxx} at $p_x^2=\sigma^2/3$, the terms in $C$ cancel, and the doubly repeated transverse curvature is $4U(\sigma^2-1)$. It vanishes at $\sigma=1$, where $\phi=4C/3=1.0667$ eV. The two curvatures change sign together, as threefold symmetry requires. At 0.9 of this field the axis point has index 2 and three first-order saddles link the pairs $xy$, $yz$ and $zx$; at 1.1 of it the axis point is a fourth minimum, and the three first-order saddles around it link it to each variant instead of linking two variants directly.

At that field, displace $p$ from the axis point by a transverse vector $v$, with $\sum_iv_i=0$. Then $p^2=1+v^2$, the field energy is unchanged, and
\begin{equation}
 \sum_ip_i^4=\tfrac13+2v^2+\tfrac4{\sqrt3}\sum_iv_i^3+\tfrac12v^4 ,
\end{equation}
where $\sum_iv_i^4=v^4/2$ follows from $\sum_iv_i=0$. The sum multiplying $C$ in \eqref{eq:model} is $\tfrac12(p^4-\sum_ip_i^4)$. Writing $v_i=\sqrt{2/3}\,v\cos(\theta-2\pi i/3)$ for $i=0,1,2$ gives $\sum_iv_i^3=v^3\cos3\theta/\sqrt6$, and
\begin{equation}
 E=\text{const}-\tfrac{\sqrt2}{3}C\,v^3\cos3\theta+\left(U+\tfrac C4\right)v^4 .
\end{equation}
The cubic coefficient is $-0.3771$ eV. The energy falls in three sectors, a form called a monkey saddle. Numerical descents started 0.01 from it along $\theta=0$, $2\pi/3$ and $4\pi/3$ end in three minima, the field-distorted $+x$, $+y$ and $+z$. The theorem does not apply, because two eigenvalues are zero.

\subsection{A path that ends at a second saddle}

Small deviations can also matter after a nondegenerate saddle. Consider the dimensionless energy
\begin{equation}
 W=\tfrac14X^4-\tfrac12X^2+\tfrac14(1-2X)Y^2+\tfrac14Y^4 .
\end{equation}
At the origin its curvatures are $-1$ and $\tfrac12$. The force across the line $Y=0$ vanishes, so with $G=1$ the two leaving paths follow this line to $(\pm1,0)$. The left end is a minimum. At the right end the curvatures are $2$ and $-\tfrac12$: it is a second saddle. The leaving paths thus reach one minimum. Yet numerical descents from $(10^{-4},\pm10^{-4})$ end at the minima $(1.131,\pm0.794)$. Starts arbitrarily near one saddle can therefore relax to three minima in all. This rests on the right path ending at a second saddle, which happens here because the force across $Y=0$ vanishes. The mirror symmetry $Y\to-Y$ guarantees that but is not necessary: an added term $0.1\,Y^3$ breaks the mirror, still gives no force across the line, and three minima are again reached. A small term linear in $Y$ makes the right path miss the second saddle, and sufficiently close starts then reach only two minima. A threefold analogue replaces $Y$ by a transverse plane with polar coordinates $(r,\theta)$: $W_3=\tfrac14X^4-\tfrac12X^2+\tfrac14(1-2X)r^2-0.2\,r^3\cos3\theta+\tfrac14r^4$. The origin has curvatures $-1,\tfrac12,\tfrac12$, and its right path ends at $X=1$, $r=0$, a point of index 2. Descents started with $X=r=10^{-3}$ or $10^{-6}$ end, depending on $\theta$, in three equivalent minima at $X=1.26$, $r=1.22$; starts exactly along $\theta=\pi/3$, $\pi$ or $5\pi/3$ end at first-order saddles instead.

If relaxations from a supposed transition state give three variants, one first confirms that the gradient vanishes there, since a non-stationary structure that descends into a point of index 2 can also relax to three variants even where its own Hessian has index 0 or 1. For a stationary structure the Hessian separates the cases. An index of 2 or more, or a zero eigenvalue, places it outside the theorem. If the index is 1, a second saddle downstream, displacements that were too large, and the relaxation method remain to be examined. Quasi-Newton optimizers take finite steps that do not follow \eqref{eq:descent}, and they can carry even a small displacement into a further variant.

\subsection{Comparison with ferroelectric hafnia films}

The polarization, cell volume and barrier scale were chosen in the rough regime of ferroelectric hafnia, but \eqref{eq:model} is not a computed hafnia surface. The real polar phase has other distortions coupled to the polarization, and two crystal orientations for each polar direction. These add coordinates and minima; the theorem holds for the larger space under the same assumptions. The monkey saddle needs $1.0667/0.0406=26.3$ MV/cm, far above a rough breakdown field of 5 MV/cm. At 5 MV/cm along $[111]$ the shared point still has index 2.

The model assumes a uniform, fully screened polarization. Two neglected energies, depolarization and misfit strain, are estimated here, and neither is small on the scale of the model. With a rough relative permittivity $\epsilon_r=30$, the unscreened depolarization energy $P_s^2\Omega/(2\epsilon_0\epsilon_r)$ of a cell of volume $\Omega$ is 0.38 eV at fixed $|p|=1$, nearly three times the 0.133 eV barrier. It acts only on the component normal to the film, and $\epsilon_r=30$ partly counts the response of $p$ itself, so the value is an order of magnitude. Electrodes remove most of it only if they supply the compensating charge, and a finite screening length $l$ leaves the fraction $\epsilon_rl/(d+\epsilon_rl)$ in a film of thickness $d$: for $l=0.05$ nm and $d=10$ nm about 0.05 eV remains, more than the 0.0267 eV gap between the $[110]$ and $[111]$ points. A uniaxial strain of 1\% with a modulus of 200 GPa costs about 0.008 eV; a biaxial misfit of 1\% with a Poisson ratio of 0.3 costs $2/(1-0.3)$ times as much, about 0.023 eV. More important is the difference between crystal orientations: one nonpolar axis of the polar cell is roughly 4\% longer than the other two axes, so clamping can favour one orientation by an energy of order 0.1 eV, comparable with the barrier. With the same elastic constants the difference is about 0.14 eV on a substrate matched to the short axes, about 0.24 eV with a further 1\% compression, and it changes sign for a tensile misfit between 1\% and 2\%. This difference compares the long axis in the film plane with the long axis normal to it, and it is not fixed by the polar direction: polarization normal to the film forces the long axis into the plane, while in-plane polarization allows either choice. These statements refer to a film whose normal is a cube axis; in a (111) film, where electrodes apply the field along $[111]$, the three choices of long axis cost the same in this isotropic estimate. Films can also switch by nucleation and wall motion, which a single uniform $p$ cannot describe. In the model a variant loses stability at about 14 MV/cm if the field is exactly antiparallel to it, and at about 7 MV/cm for the most effective oblique directions ($7.4$ MV/cm for $-x$ in a field along $[111]$). Both values lie above breakdown, whereas films switch at roughly 1 to 2 MV/cm.

Temperature limits what the paths say about motion. At 300 K, $k_BT=0.0259$ eV, and the Boltzmann factor for the extra 0.0267 eV at $[111]$ is 0.36 for one cell. Trajectories near the shared point are then not rare compared with those near $[110]$. For eight cells moving together the factor is $2.6\times10^{-4}$. Both numbers are energy factors alone, without the widths of the passes. Thermal trajectories of one cell started at the $xy$ saddle first arrive near $\pm z$ in roughly 3\% of cases for overdamped motion and roughly 10\% at constant energy; for eight cells none did in 3000 runs. The barrier itself is about $5\,k_BT$ for one cell and $41\,k_BT$ for eight, so an isolated cell of the model hops between variants thermally without any field, while for eight cells moving together harmonic transition-state theory, with the oxygen mass used below, gives a lifetime of about 7 hours at 300 K and about 30 s at 358 K. Tunnelling is a smaller concern: if four oxygen atoms move 0.05 nm per unit of $p$, the unstable curvature gives a rate $\omega$ and a crossover temperature $\hbar\omega/(2\pi k_B)$ of about 30 K.
